# Thickness-independent coercive field from the fold of a quartic Landau energy, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The ideal film

### Definitions and sign conventions

A ferroelectric film of thickness $d$ lies between two parallel electrodes. Its ferroelectric polarization $P$ is uniform and points along the film normal, up or down. The voltage $V$ and the field $E$ are counted positive when the field points along positive $P$. SI units are used in the formulas, and fields are quoted in MV/cm.

The displacement has two parts,

$$D=\varepsilon_0\varepsilon_bE+P .$$

The background permittivity $\varepsilon_b$ contains the vacuum and every linear response that is not the ferroelectric one. The energy stored in the ferroelectric degree of freedom, per volume, is taken to be

$$f(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha>0,\quad \beta>0 .$$

Both signs matter. The negative quadratic term makes $P=0$ unstable, and the positive quartic term keeps $P$ finite. The coefficients belong to one fixed temperature and strain, and are assumed not to change with $d$.

The two electrodes are of the same material, so there is no built-in field at zero voltage. They screen perfectly: their free charge sits right at the film surfaces, so the whole voltage drops across the film.

### Which energy is minimised at fixed voltage

The source holds $V$ fixed and supplies charge. The free charge per area on the positive electrode equals $D$, so the source does work $VD$. The energy per area to be minimised is therefore the stored energy minus this work:

$$G(P,D)=d\,f(P)+d\,\frac{(D-P)^2}{2\varepsilon_0\varepsilon_b}-VD .$$

The middle term is the field energy $\varepsilon_0\varepsilon_bE^2/2$ with $E=(D-P)/(\varepsilon_0\varepsilon_b)$. The charge adjusts quickly, so $G$ is first minimised over $D$:

$$\frac{\partial G}{\partial D}=d\,\frac{D-P}{\varepsilon_0\varepsilon_b}-V=0
\quad\Longrightarrow\quad E=\frac{V}{d}.$$

Now put $D=P+\varepsilon_0\varepsilon_bE$ and $V=Ed$ back:

$$\frac{G}{d}=f(P)+\frac{\varepsilon_0\varepsilon_bE^2}{2}-E\left(P+\varepsilon_0\varepsilon_bE\right)
=f(P)-EP-\frac{\varepsilon_0\varepsilon_bE^2}{2}.$$

The last term does not contain $P$ and cannot affect its equilibrium. What remains is

$$g(P;E)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4-EP .$$

The energy per area is $d\,g(P;V/d)$ plus a term independent of $P$. Multiplying by the positive number $d$ moves no minimum and no maximum. Thickness enters the stationary states through the ratio $V/d$ alone, and any threshold found from $g$ is a threshold in field. The corresponding voltage is proportional to $d$.

### The simplest case: no field

The first two derivatives of $g$ are

$$g'=-\alpha P+\beta P^3-E,\qquad g''=3\beta P^2-\alpha .$$

At $E=0$ the first factorises as $P(\beta P^2-\alpha)=0$, with solutions

$$P=0,\qquad P=\pm P_0,\qquad P_0=\sqrt{\alpha/\beta}.$$

At $P=0$ the curvature is $-\alpha$, so this is a maximum. At $\pm P_0$ it is $3\alpha-\alpha=2\alpha$, so these are minima. Their energy is

$$f(\pm P_0)=-\frac{\alpha}{2}\frac{\alpha}{\beta}+\frac{\beta}{4}\frac{\alpha^2}{\beta^2}=-\frac{\alpha^2}{4\beta}.$$

Since $f(0)=0$, uniform reversal at zero field must cross a barrier of density $\alpha^2/(4\beta)$.

### A weak field, and why global minimisation gives no coercivity

Let a weak field shift a minimum to $\pm P_0+\eta$. Expanding $g'=0$ to first order in $\eta$ gives $2\alpha\eta-E=0$, hence $\eta=E/(2\alpha)$. If $\chi$ denotes the zero-field ferroelectric susceptibility, defined by $\eta=\varepsilon_0\chi E$, then

$$\alpha=\frac{1}{2\varepsilon_0\chi},\qquad \beta=\frac{\alpha}{P_0^2}.$$

Two quantities with a plain meaning, $P_0$ and $\chi$, thus fix both coefficients.

The field also separates the energies of the two wells. Because $f$ is even, any $P>0$ satisfies

$$g(-P;E)-g(P;E)=2EP .$$

For $E>0$ the right side is positive. Every negative polarization has a positive partner of lower energy, so the global minimum lies at positive $P$. For $E<0$ it lies at negative $P$. The global minimum therefore changes sign at $E=0$, and a film that sat in it at each field would show no hysteresis.

A coercive field needs a different rule: the film stays in the local minimum it occupies until that minimum ceases to exist. This holds if the barrier is too high for thermal escape during the measurement, and if the field changes slowly enough for $P$ to follow its minimum. Both conditions are examined below.

### A finite field: counting the states

Measure polarization in units of $P_0$ and field in units of $\alpha P_0$:

$$p=\frac{P}{P_0},\qquad e=\frac{E}{\alpha P_0}.$$

Since $\beta P_0^3=\alpha P_0$, dividing $g'=0$ by $\alpha P_0$ gives

$$h(p)\equiv p^3-p=e .$$

The derivative $h'=3p^2-1$ vanishes at $p=\pm1/\sqrt3$. The value of $h$ at the left point is

$$h\!\left(-\frac1{\sqrt3}\right)=-\frac{1}{3\sqrt3}+\frac{1}{\sqrt3}=\frac{2}{3\sqrt3}\equiv e_c\approx0.3849,$$

and at the right point it is $-e_c$, because $h$ is odd. The curve rises from $-\infty$ to $e_c$, falls to $-e_c$, and rises to $+\infty$. A horizontal line at height $e$ meets it three times if $|e|<e_c$ and once if $|e|>e_c$.

The scaled curvature of the energy is $h'(p)$. The two rising branches are therefore minima and the falling branch is the barrier. For $0<e<e_c$ the three states are:

- a metastable minimum with $-1<p<-1/\sqrt3$, since $h(-1)=0$;
- a barrier with $-1/\sqrt3<p<0$, since $h(0)=0$;
- a stable minimum with $p>1$, since $h(1)=0$.

As $e\to0$ these go to $-1$, $0$ and $1$, the three states found without a field.

### Coalescence

Prepare the film in the negative state and raise the field. The metastable minimum moves up towards $p=-1/\sqrt3$ while the barrier moves down towards the same point. They meet at $e=e_c$, where $g'$ and $g''$ vanish together. Restoring units,

$$E_c=e_c\,\alpha P_0=\frac{2}{3\sqrt3}\,\alpha\sqrt{\frac{\alpha}{\beta}}
=\boxed{\frac{2\,\alpha^{3/2}}{3\sqrt3\,\beta^{1/2}}}.$$

With $\alpha=1/(2\varepsilon_0\chi)$ this is also

$$E_c=\frac{P_0}{3\sqrt3\,\varepsilon_0\chi}.$$

A larger polarization at fixed $\chi$ raises the coercive field, and a softer well, meaning larger $\chi$ at fixed $P_0$, lowers it. No thickness appears. The coercive voltage is $V_c=E_cd$.

To see where the film goes next, factorise the cubic at $e_c$. The merged states form a double root at $-1/\sqrt3$. The three roots must sum to zero, because there is no $p^2$ term, so the third is $2/\sqrt3$:

$$p^3-p-e_c=\left(p+\frac1{\sqrt3}\right)^2\left(p-\frac2{\sqrt3}\right).$$

Between the double root and $2/\sqrt3$ the right side is negative. The energy falls all the way, so nothing stops the film before $P=2P_0/\sqrt3$. The jump runs from $-P_0/\sqrt3$ to $+2P_0/\sqrt3$ and crosses $P=0$. The field of instability is thus also the field at which the loop crosses zero polarization. Reversing the signs of both $P$ and $E$ leaves $g$ unchanged, so the return jump occurs at $-E_c$.

### Close to the coalescence

Set $\delta=E_c-E$, $P_c=-P_0/\sqrt3$ and $u=P-P_c$. At $P_c$ the slope of $g$ is $f'(P_c)-E=\delta$ and the curvature is zero. The third derivative is $6\beta P_c=-2\sqrt3\,\beta P_0$ and the fourth is $6\beta$. The Taylor series of $g'$ ends there:

$$g'=\delta-ku^2+\beta u^3,\qquad k=\sqrt3\,\beta P_0 .$$

For $|u|\ll P_0$ the cubic term can be dropped, and the stationary points are $u=\pm u_0$ with $u_0=\sqrt{\delta/k}$. The curvature there is $-2ku$, positive at $-u_0$. The minimum is the more negative state, as it should be. The barrier density is the integral of the slope from minimum to maximum:

$$\Delta g=\int_{-u_0}^{u_0}(\delta-ku^2)\,du=2\delta u_0-\frac23ku_0^3 .$$

Using $ku_0^2=\delta$ in the last term gives

$$\Delta g=\frac43\,\delta u_0=\frac{4}{3}\frac{\delta^{3/2}}{\sqrt{k}} .$$

At $E=0.99E_c$ this leading-order formula is 0.9997 times the barrier obtained by integrating the full slope.

The curvature of the minimum is $2ku_0=2\sqrt{k\delta}$, which vanishes at the threshold. This limits how fast the field may be raised. Suppose $P$ relaxes as $\Gamma\,dP/dt=-g'$, with damping constant $\Gamma$, and the field passes $E_c$ at the rate $r$, so that $\delta=-rt$. Then

$$\Gamma\frac{du}{dt}=rt+ku^2 .$$

The three terms are comparable at a time $\tau$ and displacement $u$ with $\Gamma u/\tau\sim r\tau\sim ku^2$. The first relation gives $u\sim r\tau^2/\Gamma$, and the second then gives $\tau^3\sim\Gamma^2/(kr)$. The jump is delayed by a field of order

$$r\tau\sim\left(\frac{\Gamma^2r^2}{k}\right)^{1/3}.$$

It vanishes for a slow ramp, as the derivation of $E_c$ requires. No value of $\Gamma$ is assumed here, so the delay is not given a number.

### Numbers for a 10 nm film

Take the round values $P_0=20\ \mu\text{C/cm}^2=0.20\ \text{C/m}^2$, $\chi=30$ and $\varepsilon_b=5$. Then

$$\alpha=\frac{1}{2\varepsilon_0(30)}=1.882\times10^{9}\ \text{m/F},$$

$$\beta=\frac{1.882\times10^9}{(0.20)^2}=4.706\times10^{10}\ \text{V m}^5/\text{C}^3,$$

$$E_c=0.3849\times1.882\times10^9\times0.20=1.449\times10^8\ \text{V/m}=1.45\ \text{MV/cm}.$$

The polarization jumps from $-11.5$ to $+23.1\ \mu\text{C/cm}^2$. An electrical measurement records $D$, which includes the background. It jumps from $-10.9$ to $+23.7\ \mu\text{C/cm}^2$, so it too crosses zero at $E_c$.

The threshold can be located without the cubic. A simulated voltage ramp moved $P$ downhill on the electrostatic energy $G$, in steps of $0.001\,E_cd$, until it reversed. Reversal came at 0.725, 1.449 and 2.898 V for films of 5, 10 and 20 nm. Dividing by thickness gives 1.449 MV/cm in all three cases.

## Part 2. What brings the thickness back

### Symbols and results carried over

The film has thickness $d$, polarization $P$ along its normal, and background permittivity $\varepsilon_b$. Its energy density at field $E$ is $g=f(P)-EP$, with $f=-\alpha P^2/2+\beta P^4/4$. At zero field $P=\pm P_0$, where $P_0^2=\alpha/\beta$, and the susceptibility $\chi$ obeys $\alpha=1/(2\varepsilon_0\chi)$. With perfect electrodes $E=V/d$, and the state opposed to the field vanishes at

$$E_c=\frac{2\alpha^{3/2}}{3\sqrt3\,\beta^{1/2}} .$$

For $P_0=20\ \mu\text{C/cm}^2$ and $\chi=30$ this is 1.45 MV/cm. In units of $P_0$ and $\alpha P_0$ the stationary states obey $p^3-p=e$, and the threshold is $e_c=2/(3\sqrt3)$. The assumptions are now relaxed one at a time, with the others kept.

### A dielectric layer in series

Let a linear layer of thickness $t$ and permittivity $\varepsilon_i$ lie between the film and one electrode, with no trapped charge at the interface. The displacement $D$ is then the same in both. The layer adds its field energy $D^2/(2\varepsilon_0\varepsilon_i)$ per volume:

$$G=d f(P)+d\frac{(D-P)^2}{2\varepsilon_0\varepsilon_b}+t\frac{D^2}{2\varepsilon_0\varepsilon_i}-VD .$$

Minimising over $D$ says that the two voltage drops add to $V$:

$$Ed+\frac{tD}{\varepsilon_0\varepsilon_i}=V,\qquad E=\frac{D-P}{\varepsilon_0\varepsilon_b}.$$

Here $E$ is the field in the ferroelectric. Insert $D=P+\varepsilon_0\varepsilon_bE$ and collect the terms in $E$:

$$E\left(d+\frac{t\varepsilon_b}{\varepsilon_i}\right)=V-\frac{tP}{\varepsilon_0\varepsilon_i}.$$

With $d_{\rm eff}=d+t\varepsilon_b/\varepsilon_i$,

$$E=\frac{V}{d_{\rm eff}}-\frac{tP}{\varepsilon_0\varepsilon_id_{\rm eff}} .$$

The second term is a depolarizing field: it opposes $P$. Since $G$ is stationary in $D$, its total derivative with respect to $P$ equals its partial derivative, $d\,[f'(P)-E]$. Setting this to zero gives

$$-\alpha'P+\beta P^3=\frac{V}{d_{\rm eff}},\qquad
\alpha'=\alpha-\frac{t}{\varepsilon_0\varepsilon_id_{\rm eff}} .$$

This is the earlier equation with $\alpha$ replaced by $\alpha'$ and $d$ by $d_{\rm eff}$. The curvature is $d(3\beta P^2-\alpha')$, so the stability condition changes in the same way. For $\alpha'>0$ the coalescence now occurs at

$$V_c=d_{\rm eff}\,\frac{2\alpha'^{3/2}}{3\sqrt3\,\beta^{1/2}} .$$

If $\alpha'\le0$ the uniform film has no pair of wells and no hysteresis.

The limit of a thin layer shows the size and sign of the change. To first order in $t/d$,

$$\frac{V_c}{E_cd}\approx\left(1+\frac{t\varepsilon_b}{\varepsilon_id}\right)\left(1-\frac32\frac{t}{\alpha\varepsilon_0\varepsilon_id}\right)
\approx1+\frac{t}{\varepsilon_id}\left(\varepsilon_b-3\chi\right),$$

where $1/(\alpha\varepsilon_0)=2\chi$ was used. The layer takes up some voltage, which raises $V_c$ through $\varepsilon_b$. It also weakens the double well, which lowers $V_c$ through $3\chi$. For the present values $\varepsilon_b-3\chi=-85$, and the weakening wins.

Take $t=0.5$ nm and $\varepsilon_i=30$. For $d=10$ nm the first-order estimate is $1-85\times0.5/(30\times10)=0.86$, or about 1.24 MV/cm. The full formula gives the following apparent fields $V_c/d$, with the layer held fixed:

- 5 nm: 1.06 MV/cm
- 10 nm: 1.25 MV/cm
- 20 nm: 1.35 MV/cm

A simulated ramp on the energy $G$ above gave 1.061, 1.251 and 1.349 MV/cm, against 1.061, 1.249 and 1.348 from the formula. The differences are within the ramp step. As $d$ grows at fixed $t$, $V_c/d$ returns to $E_c$.

These values describe uniform reversal. A depolarizing field can also favour a pattern of domains, which this calculation does not allow. They also describe an ideal layer. It carries the whole displacement, so for the 10 nm film its own field is about 7 MV/cm already at zero voltage, above the rough breakdown field of 4 MV/cm used below for the film. A layer of 0.5 nm is also thin enough for electrons to tunnel through it. In a real device charge may therefore cross the layer and become trapped at the interface, which would change the balance again.

For uniform reversal, the ideal film has a coercive field independent of thickness, while an ideal series layer with the present values lowers the apparent field, more so in thinner films. Still to be examined are non-uniform and thermal reversal, the shape of the wells, breakdown and tunnelling, and the comparison with real films.
